Why exact exchange with semilocal correlation fails in stretched H2

**Question**

I am trying to understand hybrid functionals through the exchange-correlation hole. The exchange part of the hole can be computed exactly from the occupied Kohn-Sham orbitals. Correlation is the smaller part of the energy in ordinary molecules, and semilocal functionals such as PBE describe it tolerably.

It seems to follow that the best recipe is 100 % exact exchange plus semilocal correlation: one part has no error, and the other has a small one. Yet I am told that this combination does badly for stretched H2, a molecule with only two electrons. How can replacing an approximate exchange hole by the exact one make a functional worse? What does the missing correlation have to do?

**Answer**

The recipe assumes that the errors of exchange and correlation can be judged separately. The energy depends on their sum, and in stretched H2 the two exact holes have large parts of opposite sign on the distant atom. If only one of them is kept, the cancellation is lost. How much this harms the energy depends on the bond length: at 1.4 bohr, close to equilibrium, your recipe gives a better total energy for H2 than PBE does, as the numbers below show.

I use Hartree atomic units, fixed nuclei A and B at distance R, and the singlet ground state, whose spin density is zero everywhere.

**What the holes are**

Let n(r) be the density and P(r,r') the density of ordered electron pairs. The exchange-correlation hole h_xc is defined by

P(r,r') = n(r) [n(r') + h_xc(r,r')].

With one electron at r, the bracket is the density of the other electrons at r'. For N electrons it integrates to N − 1, while n integrates to N, so

∫ h_xc(r,r') dr' = −1.

The same definition applied to the Kohn-Sham determinant gives the exchange hole h_x. That determinant also describes N electrons, so h_x integrates to −1 too. The correlation hole h_c = h_xc − h_x therefore integrates to zero: correlation moves hole charge about but adds none.

The Hartree energy is U_H = ½∬ n(r)n(r')/|r−r'| dr dr'. The exchange energy, and the potential part of the correlation energy, are

E_x = ½∬ n(r) h_x(r,r')/|r−r'| dr dr',

U_c = ½∬ n(r) h_c(r,r')/|r−r'| dr dr'.

The hole h_xc used here belongs to the fully interacting state, so U_c is not yet the whole correlation energy. The interacting kinetic energy T differs from the Kohn-Sham kinetic energy T_s, and

E_c = U_c + T_c, with T_c = T − T_s.

**The exact exchange hole of H2**

The Kohn-Sham determinant has one doubly occupied orbital φ. Since n = 2φ², φ = √(n/2). Its spatial wave function is φ(r)φ(r'), and there are two ordered pairs, so

P_KS(r,r') = 2φ(r)²φ(r')² = ½ n(r)n(r').

Setting this equal to n(r)[n(r') + h_x(r,r')] gives

h_x(r,r') = −½ n(r').

The position r of the reference electron has dropped out. This hole does not follow the electron: it removes half of the total density wherever the electron is. Each side of the midplane holds one electron, so each side holds −½ of hole charge, at any R. Inserting h_x into the energy expression gives E_x = −U_H/2.

This is the correct exchange hole, and it cancels the self-interaction of each electron. It is nevertheless a poor picture of where the other electron is missing once the atoms are far apart.

**The exact total hole at large R**

Let a and b be the real, normalized 1s orbitals on A and B. At large R their overlap is negligible, and the singlet wave function is

Ψ(r,r') ≈ [a(r)b(r') + b(r)a(r')]/√2.

Squaring gives a cross term a(r)b(r)a(r')b(r'), which is negligible because the product ab is small everywhere. With the factor 2 for ordered pairs,

P(r,r') ≈ a(r)²b(r')² + b(r)²a(r')².

Integrating over r' gives n(r) ≈ a(r)² + b(r)². Now put the reference electron near A, where b(r) ≈ 0. Then P/n ≈ b(r')²: the other electron is on B. Subtracting n(r') gives

h_xc ≈ b(r')² − [a(r')² + b(r')²] = −a(r')².

The exchange hole is −½[a(r')² + b(r')²], so the difference is

h_c ≈ −a(r')² + ½[a(r')² + b(r')²] = ½[b(r')² − a(r')²].

The correlation hole thus carries +½ on B, which cancels the far half of the exchange hole, and −½ on A, which doubles the near half. The total hole sits on the atom where the reference electron is. If that electron is near B instead, a and b change places. This is left-right correlation: the electrons avoid being on the same atom.

The electrostatic potential of each hole at nucleus A shows the effect. For a 1s density, the mean of 1/r about its own nucleus is

∫₀^∞ (1/r)(e^(−2r)/π) 4πr² dr = 4∫₀^∞ r e^(−2r) dr = 1.

The distant density b² contributes 1/R, up to exponentially small terms. Hence

potential of h_x: −½(1 + 1/R),

potential of h_c: −½(1 − 1/R),

potential of h_xc: −1.

At R = 10 bohr these are −0.55, −0.45 and −1 hartree. The exchange hole lowers the energy too little because half of its charge is 10 bohr away.

**The energies in the same limit**

We need the self-repulsion J of a 1s density. The charge inside radius r is 1 − e^(−2r)(1 + 2r + 2r²), and the shells outside r contribute e^(−2r)(1 + 2r) to the potential. Dividing the inner charge by r and adding the outer part gives

v(r) = 1/r − e^(−2r)(1 + 1/r).

Averaging v over the density, with weight 4r²e^(−2r), gives

J = 4∫₀^∞ [r e^(−2r) − r²e^(−4r) − r e^(−4r)] dr
= 4(1/4 − 1/32 − 1/16) = 5/8.

In U_H the two atomic self-terms give ½·2J and the two cross terms give ½·2/R, so U_H = J + 1/R. Therefore

E_x = −U_H/2 = −5/16 − 1/(2R).

In the true state the electrons are on different atoms, and their repulsion is W = 1/R. By the definition of the total hole, E_x + U_c = W − U_H = −J. Subtracting E_x leaves

U_c = −5/8 + 5/16 + 1/(2R) = −5/16 + 1/(2R).

The kinetic part must also be checked. For two electrons in √(n/2), T_s = ∫|∇n|²/(8n) dr. With n = a² + b² and ∇n = 2(a∇a + b∇b), this is

T_s = ½∫ |a∇a + b∇b|²/(a² + b²) dr.

With overlap neglected, T = ½∫(|∇a|² + |∇b|²) dr. Putting both over the common denominator and expanding the squares gives

T_c = ½∫ |a∇b − b∇a|²/(a² + b²) dr.

For 1s functions |∇a| = a and |∇b| = b, so the numerator is at most 4a²b². Since a²b²/(a² + b²) is no larger than the smaller of a² and b², T_c is at most twice the integral of that smaller density. This tends to zero as the atoms separate. So, at large R,

E_c → −5/16 + 1/(2R), E_x + E_c → −5/8.

Correlation is then no small correction: its constant term equals that of exchange. The long-range terms ∓1/(2R) belong to the far halves of the two holes and cancel in the sum.

**What semilocal correlation can do**

A semilocal functional integrates a function of the density and its gradient at each point. For two distant atoms the integral splits into two atomic contributions. With zero spin density, each atom enters as a 1s density made of half an electron of each spin. Radial quadrature for this density gives, for two atoms,

E_x^PBE = −0.5080 hartree, E_c^PBE = −0.0298 hartree.

Neither depends on R once the atoms are well separated. The correlation value is about a tenth of the required −0.3125, and the form has no means of producing the term +1/(2R). It cannot cancel the far half of the exact exchange hole, because nothing at a point near A tells it that half of the hole is on B.

PBE exchange is additive as well. At R = 10 bohr its −0.508 lies between exact exchange, −0.3625, and exact exchange-correlation, about −0.625. As exchange it is too negative. As a stand-in for exchange plus left-right correlation it errs less than exact exchange does. In this limit the exact sum of exchange and correlation is local to each atom, while the two exact parts are not.

**Numbers for H2**

I solved the two-electron problem by full configuration interaction in the cc-pVQZ basis. This reference leaves out nuclear motion and relativity, and it still contains a basis-set error that reaches the last digit shown. In the larger cc-pV5Z basis the total energy at 1.4 bohr falls by 0.0004 hartree and both functional errors there rise by 0.0003. The exchange, correlation and error values at 4 bohr move by up to 0.0002, and those at 10 bohr by at most 0.0001. The far charge of the correlation hole falls by about 0.002 at 1.4 bohr and by 0.0005 at 4 bohr. The exact density functional quantities follow from its wave function: E_x from −U_H/2, T_s from the gradient formula, and E_c from the rest. U_H was computed from analytic integrals over the basis functions. The other integrals over the density and the holes were done by quadrature in spheroidal coordinates, with the two half-spaces separated at the midplane.

All functionals were evaluated on this same density, so their errors in E_xc are also their errors in the total energy evaluated on that density. A self-consistent, spin-restricted calculation gives each functional its own density and lowers its energy. In the cc-pVTZ basis the lowering is below 0.001 hartree at 1.4 bohr. At 10 bohr it is 0.005 hartree for PBE and 0.025 for exact exchange with PBE correlation, which leaves the ordering of the two unchanged. The errors, relative to the reference and in hartree, are:

R = 1.4 bohr: PBE +0.0077; exact exchange + PBE correlation −0.0030.
R = 4 bohr: PBE +0.0352; exact exchange + PBE correlation +0.1002.
R = 10 bohr: PBE +0.0869; exact exchange + PBE correlation +0.2323.

At 1.4 bohr, close to the equilibrium distance, your recipe has the smaller error in the total energy. This does not make its bond energy better, because that also depends on the errors of the separate atoms. On the exact spin-polarized 1s density the error per atom is +0.0006 hartree for PBE and −0.0060 for your recipe. The error in E(H2) − 2E(H) is therefore 0.0077 − 0.0012 = +0.0065 for PBE and −0.0030 + 0.0120 = +0.0090 for your recipe. At 10 bohr its error is 6.32 eV, against 2.36 eV for PBE.

The error at 10 bohr can be taken apart. The reference has E_x = −0.3625 and E_c = −0.2622; the limiting formulas give −0.3625 and −0.2625. With exact exchange, the correlation error is left alone:

−0.0298 − (−0.2622) = +0.2324,

which agrees with +0.2323 within rounding. With PBE exchange there is also an exchange error,

−0.5080 − (−0.3625) = −0.1455,

and the sum is +0.0869. PBE gains from two errors of opposite sign. Making exchange exact removes the negative error and exposes the positive one.

The effect on the energy curve is large. Between 1.4 and 10 bohr the reference energy rises from −1.1738 to −0.9999, that is by 0.1739 hartree. Adding the change in error gives the rise for each functional on these densities:

PBE: 0.1739 + 0.0869 − 0.0077 = 0.2531 hartree,

exact exchange + PBE correlation: 0.1739 + 0.2323 + 0.0030 = 0.4092 hartree.

The hole charges show how the cancellation grows. With the reference electron at nucleus A, the charges in the far half-space, on the side of B, are:

R = 1.4 bohr: h_x −0.500, h_c +0.113, h_xc −0.387.
R = 4 bohr: h_x −0.5000, h_c +0.4405, h_xc −0.0595.
R = 10 bohr: h_x −0.500, h_c +0.500, h_xc −0.000.

Left-right correlation is already present at 1.4 bohr, but for a reference electron at nucleus A it moves only 0.113 of an electron charge. The figure depends on where the reference electron sits; on the midplane it is zero by symmetry. At 4 bohr most of the far half has gone. The limiting energy formulas are not yet accurate there: they give E_x = −0.4375 and E_c = −0.1875, against the reference values −0.4326 and −0.1324. Of the gap of 0.055 hartree in E_c, the kinetic part T_c supplies 0.037; the remaining 0.018 lies in U_c, which is −0.1693 rather than −0.1875. At 10 bohr T_c has fallen to 0.0004.

**Is the spread-out hole really to blame?**

One can localize the exchange hole and keep PBE correlation. Take an unrestricted Hartree-Fock determinant at 10 bohr with the spin-up electron on A and the spin-down electron on B. Exchange acts between electrons of equal spin, and each spin has one electron. The exchange hole of the electron on A is therefore −a², entirely on its own atom, and

E_x = −½(J + J) = −5/8.

The calculation gives −0.6250 hartree, and the PBE correlation energy is now −0.0120. The total-energy error, again relative to full configuration interaction, is −0.0120 hartree in place of +0.2323.

The better result does not come from a stronger correlation energy, which has in fact weakened from −0.0298 to −0.0120. It comes from exchange, which has dropped by 0.2625 hartree because its hole is no longer shared between the atoms. The remaining error is the PBE correlation energy itself: each atom has one electron, and one electron has no correlation energy.

This is a diagnosis more than a cure. The determinant has spin up on one side and spin down on the other, whereas the true singlet has no spin density anywhere. The energy is much improved, but the spin density is wrong.

**What this means for hybrids**

A global hybrid replaces a fraction α of PBE exchange by exact exchange and keeps PBE correlation. On a fixed density its error is linear in α:

error(α) = error(PBE) + α(E_x − E_x^PBE).

At 10 bohr this is 0.0869 + 0.1455α, so every addition of exact exchange makes the error larger. At 1.4 bohr, where E_x = −0.6613 and E_x^PBE = −0.6507, it is 0.0077 − 0.0106α, which vanishes for an α between 0.7 and 0.8. For α = 0.25, the fraction in PBE0, the errors are +0.123 hartree at 10 bohr and +0.005 at 1.4 bohr. No single α > 0 improves on PBE at 10 bohr, although such an α can do so for the total energy at 1.4 bohr.

So in stretched H2 without broken spin symmetry, the exact exchange hole needs the correlation hole that belongs with it. When the reference electron is near one atom, that correlation hole carries +½ on the other. A semilocal functional cannot supply this part, so full exact exchange calls for a nonlocal correlation functional here.
